Splitting of the K-Point Level in a Triangular Lattice of Rods

**Result**

Circular rods of relative permittivity εr and radius R stand on a triangular lattice of period a in a host of permittivity εb. The electric field points along the rods. At the K point, the corner of the Brillouin zone, three plane waves of wave number K = 4π/(3a) share one frequency when the permittivity is uniform. A weak modulation splits them into a singlet and a doublet:

ωs = cK/√(ε̄ + 2ε1)  (singlet)
ωd = cK/√(ε̄ − ε1)  (doublet)

Here c is the speed of light in vacuum, and

ε̄ = εb + f Δε, Δε = εr − εb, f = 2πR²/(√3 a²)
ε1 = f Δε J, J = 2J1(GR)/(GR), G = √3 K = 4π/(√3 a)

J1 is the Bessel function of order one, f is the area fraction of the rods, and ε̄ is the mean permittivity. With ω0 = cK/√ε̄, the leading-order shifts and splitting are

ωs − ω0 = −ω0 ε1/ε̄
ωd − ω0 = +ω0 ε1/(2ε̄)
ωd − ωs = (3/2) ω0 ε1/ε̄

For rods that do not overlap, J is positive. At this order the singlet therefore lies below the doublet if εr > εb, and above it if εr < εb. The reference level ω0 contains the mean permittivity, not that of the host.

**1. Wave equation**

The materials are lossless, non-magnetic and non-dispersive, and nothing varies along the rod axis z. Fields vary in time as exp(−iωt). Maxwell's curl equations are

∇×E = iωμ0 H
∇×H = −iω εv ε(r) E

where εv is the vacuum permittivity and μ0εv = 1/c². The curl of the first equation, with the second inserted, gives

∇×(∇×E) = (ω/c)² ε(r) E

For E = ẑE(x,y) the divergence is ∂E/∂z = 0. Since ∇×(∇×E) = ∇(∇·E) − ∇²E,

−∇²E = (ω/c)² ε(r) E  (1)

The permittivity multiplies the frequency term. This is a generalized eigenvalue problem, and a larger permittivity where the field is strong lowers the frequency.

**2. Plane waves at K**

Take lattice vectors a(1, 0) and a(1/2, √3/2). The reciprocal vectors are

b1 = (2π/a)(1, −1/√3), b2 = (2π/a)(0, 2/√3)

Expand ε(r) = Σ_g ε_g exp(ig·r) over reciprocal vectors g, and E = Σ_p c_p exp(ip·r) over p = k + g, where k is the Bloch vector. Inserting both in (1) and collecting the factor of exp(ip·r) gives

p² c_p = (ω/c)² Σ_p' ε_(p−p') c_p'  (2)

At K, choose k = K1 = (K, 0). A general wave vector K1 + m1b1 + m2b2, with integers m1 and m2, has components

(2π/a)(2/3 + m1, (2m2 − m1)/√3)

Since K² = (2π/a)²(4/9), its squared length is

p²/K² = [(3m1 + 2)² + 3(2m2 − m1)²]/4  (3)

The value 1 requires the bracket to be 4. If 2m2 − m1 = 0, then 3m1 + 2 = ±2, whose integer solution is m1 = 0, so m2 = 0. If 2m2 − m1 = ±1, then 3m1 + 2 = ±1, whose integer solution is m1 = −1, so m2 = 0 or −1. Larger values of |2m2 − m1| make the bracket too large. There are thus exactly three waves:

K1 = K(1, 0)
K2 = K1 − b1 = K(−1/2, √3/2)
K3 = K1 − b1 − b2 = K(−1/2, −√3/2)

They lie 120° apart and add to zero. For i ≠ j,

|Ki − Kj|² = 2K² − 2K² cos 120° = 3K² = G²

In (3), the integers 3m1 + 2 and 2m2 − m1 are both even or both odd, so the bracket is a multiple of 4. It also leaves remainder 1 on division by 3, which excludes 8 and 12. The next squared length is therefore 4K². It belongs to the three waves −2K1, −2K2 and −2K3. This gap is what permits perturbation theory with three waves.

**3. Fourier coefficient of a rod**

The cell area is A = √3a²/2. Place the origin at a rod centre. The uniform host contributes εb to g = 0 and nothing to the other coefficients. The rod contributes

(Δε/A) ∫₀ᴿ ρ dρ ∫₀^{2π} dθ exp(−igρ cos θ) = (2πΔε/A) ∫₀ᴿ ρ J0(gρ) dρ

From d[xJ1(x)]/dx = xJ0(x), the last integral is R J1(gR)/g. With f = πR²/A,

ε_g = f Δε · 2J1(gR)/(gR), g ≠ 0  (4)

For g → 0 the Bessel factor tends to 1, which gives ε̄ = εb + fΔε. For |g| = G, (4) is ε1. The coefficient is real because the rod has inversion symmetry about the origin. It is equal for the three pairs of waves because a circular rod responds only to the length of g.

**4. The three-wave problem**

For a wave p outside the set {K1, K2, K3}, (2) can be written

[p² − (ω/c)²ε̄] c_p = (ω/c)² Σ_(p'≠p) ε_(p−p') c_p'

Near the unsplit level (ω/c)²ε̄ ≈ K², so the bracket on the left is at least about 3K². The right side is of order Δε, hence so is c_p. Its action back on the three waves carries another factor Δε. Dropping the outer waves therefore costs an error of order Δε² in the frequencies.

What remains is

K² c = (ω/c)² M c, c = (c1, c2, c3)

M = [ε̄, ε1, ε1; ε1, ε̄, ε1; ε1, ε1, ε̄]

where semicolons separate rows. Write M = (ε̄ − ε1)I + ε1U, where I is the unit matrix and every entry of U is 1. The product Uc has all components equal to c1 + c2 + c3. Therefore:

- For c = (1, 1, 1), Uc = 3c and the eigenvalue of M is ηs = ε̄ + 2ε1.
- For any c with c1 + c2 + c3 = 0, Uc = 0 and the eigenvalue is ηd = ε̄ − ε1. Such vectors form a two-dimensional space.

For each eigenvalue η, K² = (ω/c)²η, so ω = cK/√η. The quantity η acts as the effective permittivity seen by the mode. For a frequency ν = ω/(2π), the practical form is

ν = 2c/(3a√η)  (5)

Put x = ε1/ε̄. The expansion (1 + u)^(−1/2) = 1 − u/2 + 3u²/8 + … gives

ωs/ω0 = (1 + 2x)^(−1/2) = 1 − x + (3/2)x² + …
ωd/ω0 = (1 − x)^(−1/2) = 1 + x/2 + (3/8)x² + …

The linear terms are the shifts stated at the start. Counting the doublet twice, they add to −x + x/2 + x/2 = 0, so the mean of the three frequencies stays at ω0 to first order. The quadratic terms are not the complete second-order result, because the outer waves contribute at that order too (section 6).

**5. Where the fields sit**

For normalized amplitudes, Σ|cj|² = 1, the share of ∫|E|² that lies inside the rods is

S = Σ_ij ci* cj (1/A)∫_rod exp[−i(Ki − Kj)·r] d²r

The integral divided by A is f for i = j and fJ otherwise. Since Σ_(i≠j) ci*cj = |c1 + c2 + c3|² − 1,

S = f[1 + J(|c1 + c2 + c3|² − 1)]

The squared sum is 3 for the singlet and 0 for the doublet, so

Ss = f(1 + 2J), Sd = f(1 − J)

In both cases η = εb + Δε S. The splitting thus has a direct cause: the singlet places more of its field in the rods. At a rod centre its intensity is |3/√3|² = 3 times the cell average in the three-wave model, while the doublet vanishes there.

For thin rods, GR ≪ 1, J ≈ 1 − (GR)²/8. Then Ss ≈ 3f and Sd ≈ f(GR)²/8. In the three-wave model the doublet hardly notices the rods and stays near the host frequency cK/√εb.

The order of the levels follows from the sign of J. Rods that at most touch have R ≤ a/2, so GR ≤ 2π/√3 ≈ 3.628. The first positive zero of J1 is at 3.832. Hence J > 0 throughout, and ε1 has the sign of Δε.

The degeneracy of the doublet does not depend on the truncation. A 120° rotation C about a rod centre leaves the lattice and the K point unchanged. The doublet fields can be chosen to satisfy CE = wE and CE = w*E, with w = exp(2πi/3). The mirror P: y → −y also leaves both the lattice and K1 unchanged, and reverses the sense of rotation: CP = PC⁻¹. If CE = wE, then C(PE) = PC⁻¹E = w*PE. The two fields are images of each other and must have the same frequency in the full equation (1). Each also vanishes at the rod centre, since the rotation fixes that point and requires E(0) = wE(0), or the same with w*.

**6. Second-order correction**

To leading order the amplitude of an outer wave is driven by the three inner ones. Setting (ω/c)² = K²/ε̄ in the equation for c_p gives

c_p = Σ_j ε_(p−Kj) cj / [ε̄(p²/K² − 1)]

Inserting this in the equations for the inner waves replaces M by M + X, with

X_ij = Σ_p ε_(Ki−p) ε_(p−Kj) / [ε̄(p²/K² − 1)]  (6)

The sum runs over outer waves. Rotation and mirror symmetry give X the same form as M, one value on the diagonal and another off it, so the eigenvectors are unchanged. For a normalized eigenvector v, the correction to η is

X_v = Σ_p |Σ_j ε_(p−Kj) vj|² / [ε̄(p²/K² − 1)]

Every term is non-negative. Outer waves therefore raise η, and lower the frequency, at this order.

The nearest outer waves show why the two levels respond differently. The wave −2Ki differs from Ki by a vector of length 3K = √3G. It differs from Kj, j ≠ i, by one of length √(4 + 1 − 2) K = G. With ε2 the coefficient (4) at √3G, these three waves contribute

to the singlet: (2ε1 + ε2)²/(3ε̄)
to the doublet: (ε2 − ε1)²/(3ε̄)

Amplitudes add in the singlet and partly cancel in the doublet when ε1 and ε2 have the same sign. These three waves show the trend but are not the whole sum: in the example of section 7 they supply about half of the singlet correction (0.0134 of 0.0274) and about a fifth of the doublet one (0.00014 of 0.00078).

**7. Worked example: PTFE rods between metal plates**

Take a microwave test bench with PTFE rods in air, standing between parallel metal plates. The parameters are εr = 2.1 (a rough value), εb = 1, a = 20 mm, R = 3 mm and plate spacing h = 8 mm.

The input quantities are

f = 2π(3)²/(√3 · 20²) = 0.0816
GR = 0.36276 mm⁻¹ × 3 mm = 1.088, J = 0.859
ε̄ = 1 + 0.08162 × 1.1 = 1.0898
ε1 = 0.08162 × 1.1 × 0.85908 = 0.0771
ε1/ε̄ = 0.0708

The unsplit level is 9.573 GHz. To first order the splitting is

1.5 × 0.07078 × 9.5726 GHz = 1.016 GHz

The three-wave effective permittivities are ηs = 1.08978 + 0.15426 = 1.2440 and ηd = 1.0898 − 0.0771 = 1.0127. Equation (5), with 2c/(3a) = 9.993 GHz, then gives the second line below. For the third line, (6) was summed over outer waves shorter than 16.1K, giving corrections of 0.0274 to ηs and 0.0008 to ηd (a cutoff of 40K or more raises the first by 0.00002, from 0.02744 to 0.02746). The last line is the numerical solution of (2) with all waves below the same limit.

- First order: singlet 8.895, doublet 9.911, splitting 1.016 GHz.
- Three waves: singlet 8.959, doublet 9.930, splitting 0.971 GHz.
- With second-order terms: singlet 8.862, doublet 9.927, splitting 1.064 GHz.
- Many waves: singlet 8.871, doublet 9.926, splitting 1.055 GHz.

Relative to the many-wave splitting, the first-order value is 4% low, the three-wave value 8% low, and the value with second-order terms 1% high. For the splitting, the closed three-wave formula is thus less accurate here than its own linear part. The reason lies in the singlet. Its second-order relative shift has two parts:

from the square root: +(3/2)(0.0708)² = +0.0075
from outer waves: −0.0274/(2 × 1.0898) = −0.0126

The three-wave formula keeps the first and omits the second, which is the larger for this radius; the linear formula omits both. The balance depends on the radius: for εr = 2.1 the outer-wave part is 1.7 times the square-root part at R/a = 0.15, 0.8 times at 0.25 and 0.4 times at 0.35. Keeping the square root improves the result when the outer-wave correction is added as well.

The field shares in the rods are Ss = 0.222 and Sd = 0.012 in the three-wave model. A finite-difference solution of (1) on a 60 × 60 triangular grid gives a singlet intensity at the rod centre of 3.87 times the mean, instead of 3. The nearest outer waves act in this direction: for the singlet their amplitudes have the sign of 2ε1 + ε2, which is positive here, so they add to the field at the centre.

Exchanging the materials, with the geometry fixed, gives air holes in PTFE. Now ε̄ = 2.1 − 0.0898 = 2.0102 and ε1 = −0.0771. Equation (5) gives

doublet: 9.993/√2.0873 = 6.917 GHz
singlet: 9.993/√1.8560 = 7.335 GHz

The many-wave values are 6.916 and 7.305 GHz. The order is reversed, as the sign of ε1 requires.

**8. Finite crystals and the slope at the doublet**

A crystal of width L does not define the Bloch vector sharply. An offset of π/L estimates the resulting scale. At k = K1 + q, with q ≪ K, the squared lengths become K² + 2Kj·q + q². To first order in q, the doublet is governed by the matrix of 2Kj·q between

u± = (1, w^(±1), w^(±2))/√3

The diagonal elements vanish because K1 + K2 + K3 = 0. If q makes an angle φ with K1, then Kj·q = Kq cos(θj − φ), with θj = 0, 2π/3, 4π/3. The off-diagonal element is

(2Kq/3) Σ_j exp(iθj) cos(θj − φ) = Kq exp(iφ)

because the half of the cosine containing exp(−iθj) leaves three equal terms, and the other half sums to zero. The eigenvalues are ±Kq for every direction of q, so

ω²ηd/c² = K² ± Kq
ω ≈ ωd[1 ± q/(2K)]  (7)

The doublet is the tip of a cone. For 30 periods, L = 600 mm and q/K = (π/600)/0.20944 = 0.025. Equation (7) predicts a spread of 0.025 × 9.93 GHz ≈ 0.25 GHz. The many-wave calculation gives 0.27 GHz with q along K1, 0.25 GHz with q perpendicular to it and 0.22 GHz with q opposite to it; for much smaller q the slope agrees with (7) to 0.2%. Equation (7) omits terms of order q² and the outer waves. The terms of order q² include mixing with the singlet, which is small only if q/K ≪ 3|ε1|/ε̄, here 0.21.

**9. The real device and the limits of use**

The plates make the two-dimensional model appropriate. A field uniform in z must be normal to the plates, since its tangential part vanishes on them. Modes that vary in z have magnetic-field components proportional to sin(mπz/h) or cos(mπz/h), m ≥ 1. The variational expression for (ω/c)² is ∫|∇×H|²/ε divided by ∫|H|². With ε ≤ εr and ∇·H = 0, it is at least (π/h)²/εr. Their frequencies therefore cannot lie below c/(2h√εr) = 12.9 GHz, well above the doublet.

The two levels are nevertheless not isolated in frequency, because at this weak contrast there is no band gap. The second band starts at 8.60 GHz at the M point, below the singlet, and reaches 9.92 GHz at 0.8 of the way from Γ to M. Modes far from K therefore exist at both frequencies, and a measurement must select the Bloch vector as well as the frequency.

Of the departures estimated here, finite width is the largest: the spread of 0.22 to 0.27 GHz is a fifth to a quarter of the splitting. The next three estimates use the three-wave formula, changing one quantity at a time; the full solution of (1) gives changes larger by 6 to 15% (42.5, 23.6 and 12.3 MHz):

- A rod permittivity higher by 0.05 raises the splitting by 37 MHz.
- A radius larger by 0.05 mm raises it by 22 MHz.
- A total air gap of g = 0.05 mm at the rod ends lowers it by 11 MHz. Rod and gap are treated as capacitors in series, so εr becomes h/[(h − g)/εr + g]. This neglects fringing at the rod ends and requires g ≪ R. A three-dimensional mode-matching solution gives 11.3 and 11.6 MHz at cutoffs of 7.1K and 10.1K, still rising, against 12.3 MHz from (1) with the series permittivity.

Absorption in the rods and plates broadens the levels far less than they are split; leakage through the open edges of a finite crystal is not included in this estimate. For a rough loss tangent of 3 × 10⁻⁴, the rods give the singlet a linewidth of ν tan δ · εrSs/ηs ≈ 1.0 MHz with the three-wave share; the share in the full solution, 0.268, raises this to about 1.2 MHz. For the plates, the quality factor is the stored energy times ω divided by the dissipated power. Per unit area these are μ0h|H|²/2 and (ωμ0δ/2)|H|², where δ is the skin depth, so the quality factor is h/δ. A rough conductivity of 3.5 × 10⁷ S/m then gives another 1.0 MHz.

Silicon pillars in air are a different regime. With a rough permittivity of 12 and the same R/a, ε̄ = 1 + 0.0816 × 11 = 1.90 and ε1 = 0.77. The ratio ε1/ε̄ = 0.41 is not small, and (2) should be solved with many waves. Pillars of finite height also confine the field vertically, which (1) leaves out.

Two points matter when the formulas are coded for other geometries. If the rod centre is moved to d, M_ij acquires the factor exp[−i(Ki − Kj)·d]. This multiplies each amplitude cj by exp(−iKj·d) and leaves the frequencies unchanged. If instead the rod has threefold symmetry but no inversion symmetry, the couplings M12 = M23 = M31 can be complex, κexp(iφ) with κ > 0. The eigenvectors (1, w^m, w^(2m)), m = 0, 1, 2, then give

η = ε̄ + 2κ cos(φ + 2πm/3)

and for general φ the three levels are all different. If the rod keeps the mirror P of section 5, as an equilateral triangle with a vertex on the x axis does, the couplings are real and the doublet survives without inversion symmetry; rotating the triangle off that mirror splits it. The singlet and doublet derived here therefore rest on the symmetry of the rod as well as on that of the lattice.
